# Semiconductor Bloch equations and the separate causes of exciton bleaching: test program

```python
# RESULT UNDER TEST
# Hartree-Fock semiconductor Bloch equations for two bands c, v:
#   i dp/dt = [e - V F] p - (1 - F) (d E + V p),   F = f_e + f_h,
#   df_e/dt = df_h/dt = -2 Im[(d E + V p) p*],
# p = <v^dag c>, f_e = <c^dag c>, f_h = 1 - <v^dag v>; V acts as a matrix in k.
# The linear limit is the Wannier equation. For a probe on frozen F, first-order
# changes of the 1s exciton split into blocking of the optical source, blocking
# of the attraction (together: phase-space filling), and exchange self-energy.
# Two-dimensional exciton: lengths in a = eps/mu bohr, energies in
# Ry = mu/(2 eps^2) hartree, H = k^2 - V, V_q = 4 pi/q, E_1s = -4.
# S is the squared optical strength of the 1s pole for a constant dipole d = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ellipkm1, i0e

rng = np.random.default_rng(4)

# ---------- many-body test on a ring of four k points ----------
nk = 4
modes = 2 * nk
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(index):
    result = np.eye(1)
    for j in range(modes):
        factor = parity if j < index else lower if j == index else np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(j) for j in range(modes)]
v_op, c_op = ops[0::2], ops[1::2]
number = sum(a.T @ a for a in ops)
v_q = np.array([0.0, 0.31, 0.17, 0.31])
v_ring = np.array([[v_q[(i - j) % nk] for j in range(nk)] for i in range(nk)])
eps_c = 1.5 + rng.uniform(0, 0.5, nk)
eps_v = -rng.uniform(0, 0.3, nk)
dipole = rng.normal(size=nk) + 1j * rng.normal(size=nk)


def density_operator(q):
    return sum(band[(k + q) % nk].T @ band[k]
               for band in (v_op, c_op) for k in range(nk))


h_free = sum(eps_c[k] * c_op[k].T @ c_op[k] + eps_v[k] * v_op[k].T @ v_op[k]
             for k in range(nk))
h_many = h_free + 0.5 * sum(
    v_q[q] * (density_operator(q) @ density_operator(-q) - number)
    for q in range(1, nk))
field = 0.23
coupling = sum(dipole[k] * c_op[k].T @ v_op[k] for k in range(nk))
h_driven = h_many - field * (coupling + coupling.conj().T)

# A general Gaussian mixed state, diagonal in k, with f_e different from f_h
generator = np.zeros_like(h_driven)
for k in range(nk):
    block = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    block = block + block.conj().T
    pair = (v_op[k], c_op[k])
    for i in range(2):
        for j in range(2):
            generator = generator + block[i, j] * pair[i].T @ pair[j]
gen_val, gen_vec = np.linalg.eigh(generator)
weights = np.exp(-(gen_val - gen_val.min()))
state = (gen_vec * (weights / weights.sum())) @ gen_vec.conj().T


def mean(operator):
    return np.sum(state * operator.T)


def commutator_mean(operator):
    return mean(operator @ h_driven - h_driven @ operator)


p_state = np.array([mean(v_op[k].T @ c_op[k]) for k in range(nk)])
fe_state = np.array([mean(c_op[k].T @ c_op[k]).real for k in range(nk)])
fh_state = np.array([1 - mean(v_op[k].T @ v_op[k]).real for k in range(nk)])
gap = eps_c - eps_v + v_ring.sum(axis=1)


def bloch_rhs(p, fe, fh, electric, d):
    filling = fe + fh
    rabi = d * electric + v_ring @ p
    dp = -1j * ((gap - v_ring @ filling) * p - (1 - filling) * rabi)
    return dp, -2 * np.imag(rabi * p.conj())


dp_exact = np.array([-1j * commutator_mean(v_op[k].T @ c_op[k])
                     for k in range(nk)])
dfe_exact = np.array([(-1j * commutator_mean(c_op[k].T @ c_op[k])).real
                      for k in range(nk)])
dfh_exact = np.array([(1j * commutator_mean(v_op[k].T @ v_op[k])).real
                      for k in range(nk)])
dp_hf, df_hf = bloch_rhs(p_state, fe_state, fh_state, field, dipole)
bloch_error = max(np.abs(dp_exact - dp_hf).max(),
                  np.abs(dfe_exact - df_hf).max(),
                  np.abs(dfh_exact - df_hf).max())
assert np.abs(fe_state - fh_state).max() > 0.01
assert bloch_error < 1e-10

# Exact one-pair sector above the full valence band
full = np.zeros(2 ** modes)
full[0] = 1.0
for k in range(nk):
    full = v_op[k].T @ full
pairs = np.array([c_op[k].T @ v_op[k] @ full for k in range(nk)]).T
ground = full @ h_many @ full
assert np.linalg.norm(h_many @ full - ground * full) < 1e-10
wannier_exact = pairs.T @ h_many @ pairs - ground * np.eye(nk)
leak = h_many @ pairs - pairs @ (pairs.T @ h_many @ pairs)
assert np.abs(leak).max() < 1e-10
pair_error = np.abs(wannier_exact - np.diag(gap) + v_ring).max()
assert pair_error < 1e-10

# Orders in the field, by propagation of the nonlinear equations
t_end = 12.0


def pulse(t):
    return np.exp(-(t / 2.0) ** 2) * np.cos(2.0 * t)


def propagate(strength):
    def rhs(t, y):
        dp, df = bloch_rhs(y[:nk], y[nk:].real, y[nk:].real,
                           strength * pulse(t), dipole)
        return np.concatenate([dp, df])
    run = solve_ivp(rhs, (-t_end, t_end), np.zeros(2 * nk, complex),
                    method="DOP853", rtol=1e-11, atol=1e-14)
    assert run.success
    return run.y[:nk, -1], run.y[nk:, -1].real


times = np.linspace(-t_end, t_end, 4001)
w_val, w_vec = np.linalg.eigh(wannier_exact)
phases = np.exp(-1j * np.outer(w_val, t_end - times))
memory = (phases * pulse(times)).sum(axis=1) * (times[1] - times[0])
p_linear = 1j * w_vec @ (memory * (w_vec.T @ dipole))
p_one, f_one = propagate(0.01)
p_two, f_two = propagate(0.02)
cubic_ratio = (np.linalg.norm(p_two - 0.02 * p_linear)
               / np.linalg.norm(p_one - 0.01 * p_linear))
quadratic_ratio = f_two.sum() / f_one.sum()
assert abs(cubic_ratio - 8) < 0.2
assert abs(quadratic_ratio - 4) < 0.1
assert np.abs(f_two * (1 - f_two) - np.abs(p_two) ** 2).max() < 1e-9

# Integrated absorption: only the source factor changes total strength
f_ring = rng.uniform(0.05, 0.4, nk)
d_real = np.abs(dipole)
l_ring = np.diag(gap - v_ring @ f_ring) - (1 - f_ring)[:, None] * v_ring
angles = (np.arange(4000) + 0.5) * np.pi / 4000 - np.pi / 2
omegas = 2.0 + np.tan(angles)
jacobian = np.pi / 4000 / np.cos(angles) ** 2


def total_strength(source):
    total = 0.0
    for omega, weight in zip(omegas, jacobian):
        matrix = l_ring - (omega + 0.3j) * np.eye(nk)
        total += weight * (d_real @ np.linalg.solve(matrix, source)).imag
    return total / np.pi


total_blocked = total_strength((1 - f_ring) * d_real)
total_open = total_strength(d_real)
assert abs(total_blocked / np.sum(d_real ** 2 * (1 - f_ring)) - 1) < 1e-6
assert abs(total_open / np.sum(d_real ** 2) - 1) < 1e-6

# ---------- closed formulas for the two-dimensional exciton ----------
phi_origin = np.sqrt(8 / np.pi)


def phi_1s(x):
    return np.sqrt(2 * np.pi) * x ** 3


def g_reduced(x):
    return 0.25 * (6 * x ** 5 - 3 * x ** 3 - x ** 2
                   + x ** 3 * np.log(x * (1 + x)))


def filling_kernel(x):
    return np.pi * (4 * x ** 6 - 3 * x ** 4 - x ** 3
                    + x ** 4 * np.log(x * (1 + x)))


node, node_weight = np.polynomial.legendre.leggauss(1000)
theta = (node + 1) * np.pi / 4
x_fine = np.cos(theta)
k_fine = 2 * np.tan(theta)
m_fine = node_weight * np.pi / 4 * 2 / x_fine ** 2 * k_fine / (2 * np.pi)


def plasma(k, widths):
    # Gaussian occupations for unit density of electrons and of holes
    return sum(4 * np.pi / w ** 2 * np.exp(-(k / w) ** 2) for w in widths)


def plasma_exchange(k, widths):
    # i0e stays finite for the very large arguments at the outer nodes
    return sum(4 * np.pi ** 1.5 / w * i0e(k ** 2 / (2 * w ** 2))
               for w in widths)


def formula_coefficients(widths):
    # source, attraction, exchange (of S/S0); filling, exchange (of E)
    occ = plasma(k_fine, widths)
    self_energy = plasma_exchange(k_fine, widths)
    phi, g = phi_1s(x_fine), g_reduced(x_fine)
    kinetic = k_fine ** 2 + 4
    source = -np.sum(m_fine * occ * phi) / phi_origin
    attraction = np.sum(m_fine * occ * phi * (
        1 - phi_origin * phi + 2 * kinetic * g)) / phi_origin
    exchange = -2 * np.sum(m_fine * self_energy * phi * g) / phi_origin
    e_fill = np.sum(m_fine * occ * kinetic * phi ** 2)
    e_exchange = -np.sum(m_fine * self_energy * phi ** 2)
    result = np.array([source, attraction, exchange, e_fill, e_exchange])
    assert np.all(np.isfinite(result))
    return result


catalan = 0.5 * np.sum(node_weight * np.pi / 4 * theta / np.sin(theta))
k_const = (11 * np.pi / 32 - 1 / 8 + 3 * catalan / 4
           - 3 * np.pi / 8 * np.log(2))
cold = np.array([-np.pi, np.pi * (1 + 2 * np.log(2)), -2 * np.pi * k_const,
                 16 * np.pi, -3 * np.pi ** 2])
cold_limit = (2 * formula_coefficients((0.01, 0.01))
              - formula_coefficients((0.02, 0.02)))
assert np.all(np.abs(cold_limit / cold - 1) < 0.01)

# ---------- independent diagonalization on a momentum grid ----------
node_g, weight_g = np.polynomial.legendre.leggauss(400)
theta_max = np.arctan(1.0e4 / 2)
theta_g = (node_g + 1) * theta_max / 2
k_grid = 2 * np.tan(theta_g)
m_grid = (weight_g * theta_max / 2 * 2 / np.cos(theta_g) ** 2
          * k_grid / (2 * np.pi))
root_m = np.sqrt(m_grid)
k_sum = k_grid[:, None] + k_grid[None, :]
k_ratio = ((k_grid[:, None] - k_grid[None, :]) / k_sum) ** 2
np.fill_diagonal(k_ratio, 1.0)
kernel = 8 * ellipkm1(k_ratio) / k_sum
np.fill_diagonal(kernel, 0.0)
# The singular diagonal is fixed with the transform of exp(-3r), not with the 1s
trial = (k_grid ** 2 + 9) ** -1.5
diagonal = (2 / 3 * (k_grid ** 2 + 9)
            - kernel @ (m_grid * trial) / trial)
v_grid = root_m[:, None] * kernel * root_m[None, :] + np.diag(diagonal)


def grid_exciton(occ, source_on=1, attraction_on=1, exchange_on=1):
    shift = v_grid @ (root_m * occ) / root_m
    root_n = np.sqrt(1 - attraction_on * occ)
    matrix = (np.diag(k_grid ** 2 - exchange_on * shift)
              - root_n[:, None] * v_grid * root_n[None, :])
    value, vector = eigh(matrix, subset_by_index=[0, 0])
    u = vector[:, 0]
    right = np.sum(root_m * root_n * u)
    left = np.sum(root_m * (1 - source_on * occ) / root_n * u)
    return value[0], right * left


levels, vectors = eigh(np.diag(k_grid ** 2) - v_grid)
strength_zero = np.sum(root_m * vectors[:, 0]) ** 2
assert abs(levels[0] + 4) < 4e-3
assert abs(levels[1] + 4 / 9) < 2e-3
assert abs(strength_zero / phi_origin ** 2 - 1) < 3e-3
overlaps = root_m @ vectors
g_grid = (vectors[:, 1:] @ (overlaps[1:] / (levels[0] - levels[1:]))) / root_m
window = (k_grid > 0.1) & (k_grid < 10)
x_grid = 2 / np.sqrt(4 + k_grid ** 2)
g_error = np.abs(g_grid - g_reduced(x_grid))[window].max()
assert g_error < 5e-3


def grid_coefficients(widths):
    step = 5e-4
    occ = step * plasma(k_grid, widths)
    strengths, energies = [], []
    for switches in ((1, 0, 0), (0, 1, 0), (0, 0, 1)):
        e_plus, s_plus = grid_exciton(occ, *switches)
        e_minus, s_minus = grid_exciton(-occ, *switches)
        strengths.append((s_plus - s_minus) / (2 * step * strength_zero))
        energies.append((e_plus - e_minus) / (2 * step))
    return np.array(strengths + energies[1:])


# ---------- worked example ----------
m_e, m_h, eps_r = 0.1, 0.4, 10.0
mu = m_e * m_h / (m_e + m_h)
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
mev = 1e-3 * const.e
radius = eps_r / mu * bohr
rydberg = mu / (2 * eps_r ** 2) * hartree
density_cm = 1.0e10
density = density_cm * 1e4 * radius ** 2
crossing = brentq(lambda k: filling_kernel(2 / np.sqrt(4 + k * k)), 0.3, 1.5)

print(f"Bloch equations vs Fock space, max error: {bloch_error:.1e}")
print(f"Wannier matrix vs one-pair sector, max error: {pair_error:.1e}")
print(f"Field doubled: nonlinear part of p grows by {cubic_ratio:.3f}")
print(f"Field doubled: occupation grows by {quadratic_ratio:.3f}")
print(f"Grid 1s and 2s energies: {levels[0]:.4f}, {levels[1]:.4f} Ry")
print(f"Grid S0 / closed-form S0: {strength_zero / phi_origin**2:.5f}")
print(f"Masses m_e, m_h, mu: {m_e:.2f}, {m_h:.2f}, {mu:.3f} electron masses")
print(f"Dielectric constant: {eps_r:.1f}")
print(f"Length a: {radius / bohr:.2f} bohr = {radius * 1e9:.4f} nm")
print(f"Energy Ry: {rydberg / hartree:.3e} hartree = {rydberg / mev:.4f} meV")
print(f"1s binding energy, no plasma: {4 * rydberg / mev:.3f} meV")
print(f"Density per species: {density_cm:.1e} cm^-2; n a^2 = {density:.5f}")
print(f"Filling kernel changes sign at k a = {crossing:.4f}")
print(f"Catalan constant G: {catalan:.6f}; constant K: {k_const:.6f}")
print("Cold-limit coefficients of n a^2:")
print(f"  S/S0 source, attraction: {cold[0]:.4f}, {cold[1]:.4f}")
print(f"  S/S0 filling sum, exchange: {cold[0] + cold[1]:.4f}, {cold[2]:.4f}")
print(f"  S/S0 total: {cold[:3].sum():.4f}")
print(f"  energy filling, exchange: {cold[3]:.4f}, {cold[4]:.4f} Ry")
print(f"  energy total: {cold[3:].sum():.4f} Ry")

for temperature in (100.0, 300.0):
    thermal = const.k * temperature / rydberg
    widths = (np.sqrt(m_e / mu * thermal), np.sqrt(m_h / mu * thermal))
    coef = formula_coefficients(widths)
    coef_grid = grid_coefficients(widths)
    # Tolerance covers the grid cutoff and its logarithmic singularity
    assert np.all(np.abs(coef - coef_grid) < 0.005 * (1 + np.abs(coef)))
    kernel_sum = np.sum(m_fine * plasma(k_fine, widths)
                        * filling_kernel(x_fine))
    assert abs(kernel_sum - coef[0] - coef[1]) < 1e-8
    e_full, s_full = grid_exciton(density * plasma(k_grid, widths))
    change_full = s_full / strength_zero - 1
    shift_full = e_full - levels[0]
    change = density * coef[:3]
    shift = density * coef[3:]
    assert abs(change_full - change.sum()) < 0.3 * np.abs(change).sum()
    assert abs(shift_full - shift.sum()) < 0.3 * np.abs(shift).sum()
    edge = -density * plasma_exchange(0.0, widths)
    peak = [4 * np.pi * density / w ** 2 for w in widths]
    unit = rydberg / mev
    print(f"T = {temperature:.0f} K; kT = {thermal:.4f} Ry")
    print(f"  widths w_e a, w_h a: {widths[0]:.4f}, {widths[1]:.4f}")
    print(f"  peak f_e, f_h: {peak[0]:.4f}, {peak[1]:.4f}")
    print(f"  S/S0 coefficients source, attraction, exchange: "
          f"{coef[0]:.4f}, {coef[1]:.4f}, {coef[2]:.4f}")
    print(f"  same from grid: {coef_grid[0]:.4f}, "
          f"{coef_grid[1]:.4f}, {coef_grid[2]:.4f}")
    print(f"  S change source, attraction: {100 * change[0]:.3f}, "
          f"{100 * change[1]:.3f} percent")
    print(f"  S change filling sum, exchange: {100 * change[:2].sum():.3f}, "
          f"{100 * change[2]:.3f} percent")
    print(f"  S change first order, finite density: "
          f"{100 * change.sum():.3f}, {100 * change_full:.3f} percent")
    print(f"  1s shift filling, exchange: {shift[0] * unit:.4f}, "
          f"{shift[1] * unit:.4f} meV")
    print(f"  1s shift first order, finite density: "
          f"{shift.sum() * unit:.4f}, {shift_full * unit:.4f} meV")
    print(f"  band-edge shift: {edge * unit:.4f} meV")

print("tests ok")
```

Running it gives:

```
Bloch equations vs Fock space, max error: 1.8e-16
Wannier matrix vs one-pair sector, max error: 0.0e+00
Field doubled: nonlinear part of p grows by 8.003
Field doubled: occupation grows by 3.999
Grid 1s and 2s energies: -4.0000, -0.4444 Ry
Grid S0 / closed-form S0: 0.99960
Masses m_e, m_h, mu: 0.10, 0.40, 0.080 electron masses
Dielectric constant: 10.0
Length a: 125.00 bohr = 6.6147 nm
Energy Ry: 4.000e-04 hartree = 10.8846 meV
1s binding energy, no plasma: 43.538 meV
Density per species: 1.0e+10 cm^-2; n a^2 = 0.00438
Filling kernel changes sign at k a = 0.7714
Catalan constant G: 0.915966; constant K: 0.825302
Cold-limit coefficients of n a^2:
  S/S0 source, attraction: -3.1416, 7.4968
  S/S0 filling sum, exchange: 4.3552, -5.1855
  S/S0 total: -0.8304
  energy filling, exchange: 50.2655, -29.6088 Ry
  energy total: 20.6567 Ry
T = 100 K; kT = 0.7917 Ry
  widths w_e a, w_h a: 0.9948, 1.9896
  peak f_e, f_h: 0.0556, 0.0139
  S/S0 coefficients source, attraction, exchange: -1.9562, 0.8360, -2.0489
  same from grid: -1.9566, 0.8364, -2.0489
  S change source, attraction: -0.856, 0.366 percent
  S change filling sum, exchange: -0.490, -0.896 percent
  S change first order, finite density: -1.387, -1.393 percent
  1s shift filling, exchange: 1.3242, -0.9705 meV
  1s shift first order, finite density: 0.3537, 0.3586 meV
  band-edge shift: -1.5995 meV
T = 300 K; kT = 2.3751 Ry
  widths w_e a, w_h a: 1.7230, 3.4461
  peak f_e, f_h: 0.0185, 0.0046
  S/S0 coefficients source, attraction, exchange: -1.2900, -0.5518, -0.9850
  same from grid: -1.2903, -0.5516, -0.9850
  S change source, attraction: -0.564, -0.241 percent
  S change filling sum, exchange: -0.806, -0.431 percent
  S change first order, finite density: -1.237, -1.242 percent
  1s shift filling, exchange: 0.8069, -0.7146 meV
  1s shift first order, finite density: 0.0924, 0.0926 meV
  band-edge shift: -0.9234 meV
tests ok
```
